# Zero and negative modes of fluctuations about bounces and kinks: test program

```python
# Result under test: for a stationary Euclidean path X(t) in a potential V(x),
# the fluctuation operator F = -d^2/dt^2 + V''(X(t)) has the velocity dX/dt as
# zero mode. A bounce (velocity with one node) has exactly one negative mode,
# a kink (velocity without node) has none. On a periodic orbit with two
# turning points there can be one or two negative modes.
# Units: mass = 1, well frequency omega = 1, turning point a = 1.
# t: imaginary time; r: shape parameter of V = x^2 (1-x)(1-r x)/2;
# r = 0 is the cubic well, r = 1 the symmetric double well.
import numpy as np
import sympy as sp
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq

x, t = sp.symbols("x t", real=True)
STEP, HALF = 0.16, 250
index = np.arange(-HALF, HALF + 1)
grid = STEP * index

# Matrix of -d^2/dt^2 in a basis of sinc functions on the grid
distance = index[:, None] - index[None, :]
safe = np.where(distance == 0, 1, distance)
sign = np.where(distance % 2 == 0, 1.0, -1.0)
kinetic = np.where(distance == 0, np.pi**2 / 3, 2 * sign / safe**2) / STEP**2


def analyse(potential, path):
    """Check the path, diagonalize F and count nodes and negative modes."""
    expressions = {
        "velocity": sp.diff(path, t),
        "acceleration": sp.diff(path, t, 2),
        "slope": sp.diff(potential, x).subs(x, path),
        "curvature": sp.diff(potential, x, 2).subs(x, path),
    }
    case = {k: sp.lambdify(t, e, "numpy") for k, e in expressions.items()}
    # the path must solve the Euclidean equation of motion
    assert np.max(np.abs(case["acceleration"](grid) - case["slope"](grid))) < 1e-10
    operator = kinetic + np.diag(case["curvature"](grid))
    levels, modes = np.linalg.eigh(operator)
    v = case["velocity"](grid)
    signs = np.sign(v)
    signs = signs[signs != 0]
    nodes = int(np.sum(signs[1:] != signs[:-1]))
    negative = int(np.sum(levels < -1e-8))
    # the velocity is annihilated by F and is the eigenvector at zero
    residual = np.linalg.norm(operator @ v) / np.linalg.norm(v)
    assert residual < 1e-8
    assert abs(levels[negative]) < 1e-8 and levels[negative + 1] > 0.1
    overlap = abs(modes[:, negative] @ v) / np.linalg.norm(v)
    assert abs(overlap - 1) < 1e-6
    case.update(operator=operator, levels=levels, modes=modes, v=v,
                nodes=nodes, negative=negative, residual=residual)
    return case


def family(r):
    return x**2 * (1 - x) * (1 - r * x) / 2


print("Units: m = omega = a = 1; eigenvalues in omega^2, times in 1/omega")

# Bounces from the cubic well to the nearly degenerate double well
bounces = {}
errors = []
for r in (sp.Integer(0), sp.Rational(1, 2), sp.Rational(9, 10),
          sp.Rational(99, 100), sp.Rational(999, 1000)):
    case = analyse(family(r), 2 / ((1 + r) + (1 - r) * sp.cosh(t)))
    assert case["nodes"] == 1 and case["negative"] == 1
    # one condition, eta(0) = 0, must remove the negative mode
    constrained = np.delete(np.delete(case["operator"], HALF, 0), HALF, 1)
    constrained_levels = np.linalg.eigvalsh(constrained)
    constrained_count = int(np.sum(constrained_levels < -1e-8))
    assert constrained_count == 0
    # Wronskian formula for the negative eigenvalue; Simpson error is O(STEP^4)
    ground = np.abs(case["modes"][HALF:, 0])
    area = simpson(ground * np.abs(case["v"][HALF:]), dx=STEP)
    wronskian = -ground[0] * abs(case["acceleration"](0.0)) / area
    lowest = case["levels"][0]
    assert abs(wronskian / lowest - 1) < 1e-3
    rf = float(r)
    print(f"bounce r={rf:.3f}: velocity nodes {case['nodes']}, negative modes "
          f"{case['negative']}, with eta(0)=0: {constrained_count}")
    print(f"   lowest eigenvalue {lowest:.6e}, Wronskian formula {wronskian:.4e}")
    if rf >= 0.9:
        estimate = -1.5 * (1 - rf)**2
        separation = 2 * np.arccosh((1 + rf) / (1 - rf))
        errors.append(abs(lowest / estimate - 1))
        print(f"   pair estimate {estimate:.4e}, ratio exact/estimate "
              f"{lowest / estimate:.4f}, wall separation {separation:.3f}")
    bounces[rf] = case
# the estimate is asymptotic, with relative corrections vanishing as r -> 1
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.05

cubic = bounces[0.0]
assert np.allclose(cubic["levels"][:3], [-1.25, 0, 0.75], atol=1e-8)
print("cubic bounce, bound levels: "
      + ", ".join(f"{abs(e) if abs(e) < 1e-8 else e:.6f}" for e in cubic["levels"][:3]))
print(f"cubic bounce, |F v|/|v| below 1e-8: {cubic['residual'] < 1e-8}")

# Kinks: symmetric double well, and wells of unequal curvature
kink = analyse(family(1), 1 / (1 + sp.exp(-t)))
uneven = analyse(x**2 * (1 - x**2)**2 / 2, 1 / sp.sqrt(1 + sp.exp(-2 * t)))
for name, case in (("symmetric kink", kink), ("uneven kink", uneven)):
    assert case["nodes"] == 0 and case["negative"] == 0
    print(f"{name}: velocity nodes {case['nodes']}, negative modes "
          f"{case['negative']}, end curvatures {case['curvature'](-40.0):.3f} "
          f"and {case['curvature'](40.0):.3f}")
assert abs(kink["levels"][1] - 0.75) < 1e-8
print(f"symmetric kink, first level above zero: {kink['levels'][1]:.6f}")


# Quadratic form written as a square, with v in the denominator
def both_forms(case, eta, eta_dot):
    def direct(s):
        return eta_dot(s)**2 + case["curvature"](s) * eta(s)**2

    def square(s):
        ratio = case["acceleration"](s) / case["velocity"](s)
        return (eta_dot(s) - eta(s) * ratio)**2

    return [quad(f, -12, 0, epsabs=1e-11)[0] + quad(f, 0, 12, epsabs=1e-11)[0]
            for f in (direct, square)]


def gauss(s):
    return np.exp(-s**2 / 2)


pinned = both_forms(cubic, lambda s: (s + s**2 / 2) * gauss(s),
                    lambda s: (1 + s - s**2 - s**3 / 2) * gauss(s))
free = both_forms(kink, lambda s: (1 + s / 2) * gauss(s),
                  lambda s: (0.5 - s - s**2 / 2) * gauss(s))
for name, (direct, square) in (("bounce, eta(0)=0", pinned), ("kink", free)):
    assert abs(direct - square) < 1e-7 and direct > 0
    print(f"Q for {name}: direct {direct:.6f}, as square {square:.6f}")


# Rounding the corner of |v| lowers the quadratic form below zero
def corner_form(eps):
    def integrand(s):
        eta = -cubic["velocity"](s) + eps * gauss(s)
        eta_dot = -cubic["acceleration"](s) - eps * s * gauss(s)
        return eta_dot**2 + cubic["curvature"](s) * eta**2
    return 2 * quad(integrand, 0, 30, epsabs=1e-12, limit=200)[0]


eps = 0.1
norm = 2 * quad(lambda s: (-cubic["velocity"](s) + eps * gauss(s))**2, 0, 30)[0]
slope = (corner_form(eps) - corner_form(-eps)) / (2 * eps)
predicted_slope = -4 * gauss(0.0) * abs(cubic["acceleration"](0.0))
quotient = corner_form(eps) / norm
assert abs(corner_form(0.0)) < 1e-8
assert abs(slope - predicted_slope) < 1e-7
assert cubic["levels"][0] < quotient < 0
print(f"cubic bounce, acceleration at turning point: {cubic['acceleration'](0.0):.4f}")
print(f"corner trial |v| + eps exp(-t^2/2): dQ/d(eps) at 0 = {slope:.6f}, "
      f"predicted {predicted_slope:.6f}")
print(f"corner trial, eps={eps}: Q = {corner_form(eps):.6f}, norm = {norm:.6f}, "
      f"Q/norm = {quotient:.6f}")


# Periodic orbits (finite temperature)
def periodic_orbit(potential, start):
    slope_of = sp.lambdify(x, sp.diff(potential, x), "numpy")
    curvature_of = sp.lambdify(x, sp.diff(potential, x, 2), "numpy")

    def motion(s, y):
        return [y[1], slope_of(y[0])]

    def turning(s, y):
        return y[1]

    turning.terminal = True
    turning.direction = 1
    options = dict(method="DOP853", rtol=1e-12, atol=1e-13)
    half = solve_ivp(motion, (0, 60), [start, 0.0], events=turning, **options)
    period = 2 * half.t_events[0][0]
    size = 81
    times = period * np.arange(size) / size
    orbit = solve_ivp(motion, (0, period), [start, 0.0], t_eval=times, **options)
    d = np.arange(size)[:, None] - np.arange(size)[None, :]
    angle = np.pi * np.where(d == 0, 1, d) / size
    parity = np.where(d % 2 == 0, 1.0, -1.0)
    matrix = np.where(d == 0, (size**2 - 1) / 12,
                      parity * np.cos(angle) / (2 * np.sin(angle)**2))
    matrix = matrix * (2 * np.pi / period)**2 + np.diag(curvature_of(orbit.y[0]))
    levels = np.linalg.eigvalsh(matrix)
    signs = np.sign(orbit.y[1])
    signs = signs[signs != 0]
    nodes = int(np.sum(signs != np.roll(signs, 1)))
    assert np.min(np.abs(levels)) < 1e-6 and nodes == 2
    return period, levels, nodes


cubic_value = sp.lambdify(x, family(0), "numpy")
top = 2 / 3
energy = cubic_value(top) / 2
outer = brentq(lambda q: cubic_value(q) - energy, top, 1.0, xtol=1e-14)
print(f"cubic barrier height {cubic_value(top):.6f}, orbit energy {energy:.6f} "
      f"(m omega^2 a^2), outer turning point {outer:.6f} a")
print(f"harmonic period at both barrier tops: {2 * np.pi:.6f}")
for name, potential, start, expected in (
        ("cubic barrier", family(0), outer, 1),
        ("barrier -x^2/2-x^4/4, amplitude 0.5", -x**2 / 2 - x**4 / 4, 0.5, 2)):
    period, levels, nodes = periodic_orbit(potential, start)
    count = int(np.sum(levels < -1e-5))
    assert count == expected
    shown = ", ".join(f"{abs(e) if abs(e) < 1e-6 else e:.5f}" for e in levels[:3])
    print(f"periodic, {name}: period {period:.6f}, nodes {nodes}, negative modes {count}")
    print(f"   lowest three eigenvalues: {shown}")

print("success")
```

Output:

```
Units: m = omega = a = 1; eigenvalues in omega^2, times in 1/omega
bounce r=0.000: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.250000e+00, Wronskian formula -1.2500e+00
bounce r=0.500: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -4.305212e-01, Wronskian formula -4.3052e-01
bounce r=0.900: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.660278e-02, Wronskian formula -1.6603e-02
   pair estimate -1.5000e-02, ratio exact/estimate 1.1069, wall separation 7.274
bounce r=0.990: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.515379e-04, Wronskian formula -1.5154e-04
   pair estimate -1.5000e-04, ratio exact/estimate 1.0103, wall separation 11.973
bounce r=0.999: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.501506e-06, Wronskian formula -1.5015e-06
   pair estimate -1.5000e-06, ratio exact/estimate 1.0010, wall separation 16.587
cubic bounce, bound levels: -1.250000, 0.000000, 0.750000
cubic bounce, |F v|/|v| below 1e-8: True
symmetric kink: velocity nodes 0, negative modes 0, end curvatures 1.000 and 1.000
uneven kink: velocity nodes 0, negative modes 0, end curvatures 1.000 and 4.000
symmetric kink, first level above zero: 0.750000
Q for bounce, eta(0)=0: direct 0.391461, as square 0.391461
Q for kink: direct 0.580699, as square 0.580699
cubic bounce, acceleration at turning point: -0.5000
corner trial |v| + eps exp(-t^2/2): dQ/d(eps) at 0 = -2.000000, predicted -2.000000
corner trial, eps=0.1: Q = -0.221189, norm = 0.675804, Q/norm = -0.327298
cubic barrier height 0.074074, orbit energy 0.037037 (m omega^2 a^2), outer turning point 0.910684 a
harmonic period at both barrier tops: 6.283185
periodic, cubic barrier: period 6.901644, nodes 2, negative modes 1
   lowest three eigenvalues: -1.14012, 0.00000, 0.27409
periodic, barrier -x^2/2-x^4/4, amplitude 0.5: period 5.768846, nodes 2, negative modes 2
   lowest three eigenvalues: -1.38485, -0.37500, 0.00000
success
```
